**Particle conservation with a momentum-dependent relaxation rate**

The collision term $-\nu(\mathbf k)[f-f_{\rm loc}]$ conserves particles when $\int\nu f=\int\nu f_{\rm loc}$; equal plain densities do not suffice in general. Here $f$ is the occupation, $f_{\rm loc}$ the local Fermi function, $\nu$ the scattering rate and $u$ the cosine to the transport axis. The program asserts the false source for nonlinear Fermi functions and derives the rate-matched term from explicit pair hopping. It also asserts the final density of a relaxing distortion, both diffusion constants, the common conductivity and the barrier transmission. For a via with a thin barrier, it compares a slice-by-slice transport solution with random electron histories. The output shows a steady current of 2.00 MA/cm² at both ends with rate matching. With density matching, 14% of the inlet current is lost along the via. With two open contacts the terminal currents agree even for the wrong closure, while the current in the middle differs by 0.9%.

## Numerical verification

```python
"""
Result under test: the collision term -nu(k) [f - f_loc] conserves particles
when the RATE-WEIGHTED densities of f and f_loc agree. Equal plain densities
do not suffice if nu depends on k.

Symbols: u = cosine between velocity and transport axis; nu(u) = scattering
rate = (1 + contrast*u^2)/tau; <X> = average over a spherical Fermi surface;
phi(u) = energy-integrated change of occupation (eV); N = density of states.
Working units: nm, fs, eV. "rate" and "density" name the two matchings.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import expit

# ---------------------------------------------------------------- inputs
fermi_energy = 7.0        # eV
tau = 40.0                # fs, scattering time at the equator u = 0
contrast = 1.0            # rate at the poles is (1 + contrast) times larger
via_length = 40.0         # nm
via_width = 200.0         # nm
barrier_width = 0.3       # nm
barrier_height = 2.0      # eV above the Fermi level
target_current = 2.0      # MA/cm^2
temperature = 300.0       # K
hot_temperature = 378.0   # K
distortion = 0.050        # eV

e = sc.e
kT = sc.k * temperature / e
speed = np.sqrt(2 * fermi_energy * e / sc.m_e) * 1e-6           # nm/fs
k_per_root_ev = np.sqrt(2 * sc.m_e * e) / sc.hbar * 1e-9        # 1/nm
k_fermi = k_per_root_ev * np.sqrt(fermi_energy)
electron_density = k_fermi**3 / (3 * np.pi**2)                  # 1/nm^3
dos = 1.5 * electron_density / fermi_energy                     # 1/(eV nm^3)


def rate(u, a=contrast, t=tau):
    return (1 + a * u**2) / t


# Gauss points on the whole sphere; weights add up to one
u_full, w_full = np.polynomial.legendre.leggauss(40)
w_full = w_full / 2
nu_full = rate(u_full)
mean_rate = (1 + contrast / 3) / tau

# closed forms of <1/(1+a u^2)>, <u^2/(1+a u^2)>, <u^2/(1+a u^2)^2>
avg_inv = np.arctan(np.sqrt(contrast)) / np.sqrt(contrast)
avg_u2_inv = (1 - avg_inv) / contrast
avg_u2_inv2 = avg_inv / (2 * contrast) - 1 / (2 * contrast * (1 + contrast))

# ------------------------- nonlinear Fermi functions, neutral distortion
phi0 = distortion * (u_full**2 - 1 / 3)
energy = np.linspace(-1.5, 1.5, 3001)
d_energy = energy[1] - energy[0]
f_actual = expit(-(energy[:, None] - phi0[None, :]) / kT)


def total(f, weight):
    return np.sum(f * (w_full * weight)[None, :]) * d_energy


def matched_mu(weight):
    goal = total(f_actual, weight)

    def gap(mu):
        f = expit(-(energy[:, None] - mu) / kT) * np.ones((1, len(u_full)))
        return total(f, weight) - goal
    return brentq(gap, -0.2, 0.2, xtol=1e-14)


mu_density = matched_mu(np.ones_like(u_full))
mu_rate = matched_mu(nu_full)
mu_rate_formula = distortion * ((1/3 + contrast/5) / (1 + contrast/3) - 1/3)
assert abs(mu_density) < 1e-9
assert abs(mu_rate - mu_rate_formula) < 1e-8
f_local = expit(-(energy[:, None] - mu_density) / kT)
false_source = -total(f_actual - f_local, nu_full)              # eV/fs
assert abs(false_source + mean_rate * mu_rate_formula) < 1e-9
nu_ref = 0.37 / tau    # any constant may be subtracted from the rate
covariance_source = -total(f_actual - f_local, nu_full - nu_ref)
assert abs(covariance_source - false_source) < 1e-9

# --------------- explicit pair hopping with exclusion, symmetric rates
rng = np.random.default_rng(7)
f_pair = rng.uniform(0, 1, len(u_full))
hop_change = np.zeros(len(u_full))
for i in range(len(u_full)):
    for j in range(len(u_full)):
        hop = nu_full[i] * nu_full[j] / mean_rate * w_full[j]
        hop_change[i] += hop * (f_pair[j] * (1 - f_pair[i])
                                - f_pair[i] * (1 - f_pair[j]))
f_match = np.sum(w_full * nu_full * f_pair) / np.sum(w_full * nu_full)
assert np.allclose(hop_change, -nu_full * (f_pair - f_match), atol=1e-13)


# ------------------------------- uniform relaxation of the distortion
def collision_matrix(kind):
    g = w_full * (nu_full if kind == "rate" else 1.0)
    return -np.diag(nu_full) + np.outer(nu_full, g / g.sum())


final_number = {}
number_at_tau = {}
for kind in ("rate", "density"):
    matrix = collision_matrix(kind)
    final_number[kind] = w_full @ expm(matrix * 60 * tau) @ phi0
    number_at_tau[kind] = w_full @ expm(matrix * tau) @ phi0
false_final = distortion * (avg_u2_inv / avg_inv - 1 / 3)
assert abs(final_number["rate"]) < 1e-11
assert abs(number_at_tau["rate"]) < 1e-11
assert abs(final_number["density"] - false_final) < 1e-9

# ---------------------- diffusion mode and uniform-field conductivity
diffusion_formula = {"rate": speed**2 * tau * avg_u2_inv,
                     "density": speed**2 * tau * avg_u2_inv2 / avg_inv}
wave_number = 1e-4
diffusion = {}
for kind in ("rate", "density"):
    matrix = collision_matrix(kind)
    modes = np.linalg.eigvals(matrix - 1j*wave_number*speed*np.diag(u_full))
    diffusion[kind] = -np.max(modes.real) / wave_number**2
    assert abs(diffusion[kind] / diffusion_formula[kind] - 1) < 1e-3
    # a tiny frequency removes the singular direction of the matrix
    response = np.linalg.solve(1e-7 * np.eye(len(u_full)) - matrix,
                               speed * u_full)
    mobility_integral = np.sum(w_full * speed * u_full * response)
    assert abs(mobility_integral / diffusion_formula["rate"] - 1) < 1e-4
# e^2 N D in SI: N -> 1/(J m^3), D -> m^2/s
sigma = e**2 * (dos * 1e27 / e) * diffusion_formula["rate"] * 1e-3
resistivity = 1e8 / sigma                                       # uOhm cm

# directional memory: a fifth of the axial drift survives each collision
memory = 0.2
back_in = np.outer(nu_full * u_full, w_full * nu_full * u_full)
back_in *= memory / np.sum(w_full * nu_full * u_full**2)
memory_response = np.linalg.solve(np.diag(nu_full) - back_in, speed * u_full)
memory_ratio = diffusion_formula["rate"] / np.sum(
    w_full * speed * u_full * memory_response)


# --------------------------------------------- rectangular barrier
def transmission(u, height=barrier_height, shift=0.0):
    """Transmission at total energy fermi_energy + shift, free mass."""
    k2 = k_per_root_ev**2 * (fermi_energy + shift) * u**2
    q2 = k_per_root_ev**2 * (fermi_energy + height) - k2
    s = np.sinh(np.sqrt(q2) * barrier_width)
    return 4 * k2 * q2 / (4 * k2 * q2 + (k2 + q2)**2 * s**2)


for u_test in (0.3, 0.8, 1.0):   # wave matching at both barrier faces
    k = k_fermi * u_test
    q = np.sqrt(k_per_root_ev**2 * (fermi_energy + barrier_height) - k**2)
    dn, up = np.exp(-q * barrier_width), np.exp(q * barrier_width)
    faces = np.array([[1, -1, -1, 0], [-1j * k, q, -q, 0],
                      [0, dn, up, -1], [0, -q * dn, q * up, -1j * k]])
    amplitude = np.linalg.solve(faces, np.array([-1, -1j * k, 0, 0]))
    assert abs(abs(amplitude[3])**2 / transmission(u_test) - 1) < 1e-8


# ------------------------------------------------ transport in the via
def via(kind, a=contrast, t=tau, v=speed, height=barrier_height,
        open_inlet=False, cells=160):
    """Current at all cell faces / injected flux, and injected flux (nm/fs).
    Left reservoir raised by one unit, right reservoir at zero."""
    u, w = np.polynomial.legendre.leggauss(32)
    u, w = (u + 1) / 2, w / 2
    nu = rate(u, a, t)
    pass_in = np.ones_like(u) if open_inlet else transmission(u, height)
    depth = nu * (via_length / cells) / (v * u)
    decay = np.exp(-depth)
    share = (1 - decay) / depth
    g = w * (nu if kind == "rate" else 1.0)
    g = g / (2 * g.sum())
    match = np.zeros((cells, cells + 1))     # last column: constant part
    flux = np.zeros((cells + 1, cells + 1))
    flow = 0.5 * v * w * u

    def cross(psi, i):
        match[i] += g @ (share[:, None] * psi)
        match[i, i] += g @ (1 - share)
        psi = decay[:, None] * psi
        psi[:, i] += 1 - decay
        return psi

    psi = np.zeros((len(u), cells + 1))
    for i in range(cells - 1, -1, -1):
        flux[i + 1] -= flow @ psi
        psi = cross(psi, i)
    flux[0] -= flow @ psi
    psi = (1 - pass_in)[:, None] * psi
    psi[:, -1] += pass_in
    for i in range(cells):
        flux[i] += flow @ psi
        psi = cross(psi, i)
    flux[cells] += flow @ psi
    level = np.linalg.solve(np.eye(cells) - match[:, :cells], match[:, -1])
    injected = flow @ pass_in
    return flux @ np.append(level, 1.0) / injected, injected


def loss(**changes):
    current, _ = via("density", **changes)
    return 1 - current[-1] / current[0]


good, injected_flux = via("rate")
bad, _ = via("density")
assert np.ptp(good) < 1e-9
assert abs(loss(a=0.0)) < 1e-9                  # constant rate: no fault
open_bad, _ = via("density", open_inlet=True)
assert abs(open_bad[0] - open_bad[-1]) < 1e-9   # mirror symmetry hides it
open_middle = open_bad[len(open_bad) // 2] / open_bad[0] - 1

# ------------- random electron histories, independent of the cell solver
count = 200000
grid = np.linspace(0, 1, 20001)
pdf = grid * transmission(grid)
cdf = np.concatenate(([0], np.cumsum((pdf[1:] + pdf[:-1]) / 2)))
cdf /= cdf[-1]
u = np.interp(rng.random(count), cdf, grid)
x = np.zeros(count)
y = rng.random(count) * via_width
side = np.cos(2 * np.pi * rng.random(count))
weight = np.ones(count)
touched = np.zeros(count, bool)
label = np.arange(count)
plain_out = np.zeros(count)
weighted_out = np.zeros(count)
weighted_back = np.zeros(count)
wall_out = np.zeros(count, bool)
while len(x):
    path = rng.exponential(size=len(x)) * speed / rate(u)
    x_new = x + path * u
    at_right = x_new >= via_length
    at_left = (u < 0) & (x_new <= 0)
    path[at_right] = (via_length - x[at_right]) / u[at_right]
    path[at_left] = -x[at_left] / u[at_left]
    y = y + path * np.sqrt(1 - u**2) * side
    touched = touched | (y < 0) | (y > via_width)
    plain_out[label[at_right]] = 1
    weighted_out[label[at_right]] = weight[at_right]
    wall_out[label[at_right]] = touched[at_right]
    leaves = at_left & (rng.random(len(x)) < transmission(np.abs(u)))
    weighted_back[label[leaves]] = weight[leaves]
    x = np.where(at_left, 0.0, x_new)
    hit = ~(at_left | at_right)
    # density matching replaces one scattered electron by <nu>/nu electrons
    weight = np.where(hit, weight * mean_rate / rate(u), weight)
    n = len(x)
    flat = rng.random(n) < 1 / (1 + contrast / 3)
    size = np.where(flat, rng.random(n), np.cbrt(rng.random(n)))
    fresh = size * np.where(rng.random(n) < 0.5, -1, 1)   # drawn as nu(u)
    u = np.where(hit, fresh, np.where(at_left, -u, u))
    side = np.where(hit, np.cos(2 * np.pi * rng.random(n)), side)
    keep = ~(at_right | leaves)
    x, y, u, side = x[keep], y[keep], u[keep], side[keep]
    weight, touched, label = weight[keep], touched[keep], label[keep]


def agrees(sample, expected):
    error = np.std(sample) / np.sqrt(count)
    return abs(np.mean(sample) - expected) < 5 * error + 2e-4


assert agrees(plain_out, good[-1])
assert agrees(weighted_out, bad[-1])
assert agrees(1 - weighted_back, bad[0])
missing = 1 - weighted_back - weighted_out
assert abs(np.mean(missing)) > 10 * np.std(missing) / np.sqrt(count)
wall_fraction = wall_out.sum() / plain_out.sum()

# first flight of the injected electrons
norm = quad(lambda s: s * transmission(s), 0, 1)[0]


def injected_average(function):
    return quad(lambda s: s * transmission(s) * function(s), 0, 1)[0] / norm


def struck(s):
    return 1 - np.exp(-via_length * rate(s) / (speed * s)) if s > 0 else 1.0


mean_cosine = injected_average(lambda s: s)
first_hit = injected_average(struck)
replacement = injected_average(
    lambda s: struck(s) * mean_rate / rate(s)) / first_hit

# ------------------------------------------------ engineering numbers
to_ma = e * 1e33 / 1e10         # electrons/(nm^2 fs) -> MA/cm^2
voltage = target_current / (to_ma * dos * injected_flux * good[0])
scale = target_current / good[0]
area_resistance = voltage / (target_current * 1e10) * 1e12      # Ohm um^2
metal_share = resistivity * 1e-8 * via_length * 1e-9 * 1e12 / area_resistance


def flux_at(shift):
    q = quad(lambda s: s * transmission(s, shift=shift), 0, 1)[0]
    return (1 + shift / fermi_energy) * q


thermal_gain = quad(lambda z: expit(z) * expit(-z) * flux_at(z * kT),
                    -20, 20, epsabs=1e-10, limit=100)[0] / flux_at(0.0)

# ---------------------------------------------------------------- output
print(f"Fermi energy: {fermi_energy:.1f} eV")
print(f"Fermi speed: {speed:.3f} nm/fs")
print(f"electron density: {electron_density:.1f} per nm^3")
print(f"density of states N: {dos:.2f} per eV nm^3")
print(f"scattering time, equator: {tau:.1f} fs")
print(f"scattering time, poles: {1 / rate(1.0):.1f} fs")
print(f"mean rate <nu>: {mean_rate:.5f} per fs")
print(f"resistivity: {resistivity:.3f} uOhm cm")
print(f"distortion amplitude: {1000 * distortion:.1f} meV")
print(f"density-matched shift: {1000 * abs(mu_density):.3f} meV")
print(f"rate-matched shift: {1000 * mu_rate:.3f} meV")
print(f"false initial source: {dos * false_source:.6f} per nm^3 fs")
print(f"false <phi> after {tau:.0f} fs: "
      f"{1000 * number_at_tau['density']:.3f} meV")
print(f"false final <phi>: {1000 * false_final:.3f} meV")
print(f"false final density: {dos * false_final:.4f} per nm^3")
print(f"diffusion, rate matching: {10*diffusion_formula['rate']:.1f} cm2/s")
print(f"diffusion, density match: "
      f"{10 * diffusion_formula['density']:.1f} cm2/s")
print(f"D'/D: {diffusion_formula['density']/diffusion_formula['rate']:.4f}")
print(f"via length: {via_length:.1f} nm")
print(f"via width: {via_width:.1f} nm")
print(f"barrier width: {barrier_width:.2f} nm")
print(f"barrier height above Fermi level: {barrier_height:.1f} eV")
print(f"transmission at normal incidence: {transmission(1.0):.5f}")
print(f"transmission at u = 0.5: {transmission(0.5):.6f}")
print(f"mean cosine of injected electrons: {mean_cosine:.3f}")
print(f"injected electrons struck in first crossing: {first_hit:.3f}")
print(f"mean replacement at that first collision: {replacement:.3f}")
print(f"voltage: {1000 * voltage:.2f} mV")
print(f"resistance times area: {area_resistance:.3f} Ohm um^2")
print(f"current, rate matching, inlet: {scale * good[0]:.4f} MA/cm2")
print(f"current, rate matching, outlet: {scale * good[-1]:.4f} MA/cm2")
print(f"current, density match, inlet: {scale * bad[0]:.4f} MA/cm2")
print(f"current, density match, middle: "
      f"{scale * bad[len(bad) // 2]:.4f} MA/cm2")
print(f"current, density match, outlet: {scale * bad[-1]:.4f} MA/cm2")
print(f"false loss along via: {100 * loss():.2f} %")
print(f"histories, rate matching, outlet/injected: {plain_out.mean():.4f}")
print(f"cell solver, same ratio: {good[-1]:.4f}")
print(f"histories, density match, outlet/injected: "
      f"{weighted_out.mean():.4f}")
print(f"cell solver, same ratio (density match): {bad[-1]:.4f}")
print(f"open inlet, density match, middle vs ends: {100*open_middle:.3f} %")
print(f"outgoing electrons that met a side wall: {100*wall_fraction:.1f} %")
print(f"false loss at {hot_temperature:.0f} K (rate ~ T): "
      f"{100 * loss(t=tau * temperature / hot_temperature):.2f} %")
print(f"false loss, speed times 0.7: {100 * loss(v=0.7 * speed):.2f} %")
print(f"false loss, contrast 0.5: {100 * loss(a=0.5):.2f} %")
print(f"false loss, barrier 1 eV: {100 * loss(height=1.0):.2f} %")
print(f"thermal factor on tunnelling at {temperature:.0f} K: "
      f"{thermal_gain:.4f}")
print(f"thermal energy kT: {1000 * kT:.2f} meV")
print(f"field in barrier: {10 * voltage / barrier_width:.3f} MV/cm")
print(f"via metal / total resistance: {100 * metal_share:.3f} %")
print(f"resistivity factor, {memory:.1f} directional memory: "
      f"{memory_ratio:.3f}")
print("no test failed")
```

It prints:

```
Fermi energy: 7.0 eV
Fermi speed: 1.569 nm/fs
electron density: 84.1 per nm^3
density of states N: 18.02 per eV nm^3
scattering time, equator: 40.0 fs
scattering time, poles: 20.0 fs
mean rate <nu>: 0.03333 per fs
resistivity: 1.638 uOhm cm
distortion amplitude: 50.0 meV
density-matched shift: 0.000 meV
rate-matched shift: 3.333 meV
false initial source: -0.002003 per nm^3 fs
false <phi> after 40 fs: -2.298 meV
false final <phi>: -3.005 meV
false final density: -0.0542 per nm^3
diffusion, rate matching: 211.4 cm2/s
diffusion, density match: 179.0 cm2/s
D'/D: 0.8466
via length: 40.0 nm
via width: 200.0 nm
barrier width: 0.30 nm
barrier height above Fermi level: 2.0 eV
transmission at normal incidence: 0.03544
transmission at u = 0.5: 0.000637
mean cosine of injected electrons: 0.897
injected electrons struck in first crossing: 0.726
mean replacement at that first collision: 0.744
voltage: 2.57 mV
resistance times area: 0.129 Ohm um^2
current, rate matching, inlet: 2.0000 MA/cm2
current, rate matching, outlet: 2.0000 MA/cm2
current, density match, inlet: 2.0017 MA/cm2
current, density match, middle: 1.8238 MA/cm2
current, density match, outlet: 1.7214 MA/cm2
false loss along via: 14.01 %
histories, rate matching, outlet/injected: 0.9954
cell solver, same ratio: 0.9955
histories, density match, outlet/injected: 0.8583
cell solver, same ratio (density match): 0.8568
open inlet, density match, middle vs ends: 0.941 %
outgoing electrons that met a side wall: 20.9 %
false loss at 378 K (rate ~ T): 15.22 %
false loss, speed times 0.7: 15.79 %
false loss, contrast 0.5: 7.56 %
false loss, barrier 1 eV: 14.24 %
thermal factor on tunnelling at 300 K: 1.0006
thermal energy kT: 25.85 meV
field in barrier: 0.086 MV/cm
via metal / total resistance: 0.510 %
resistivity factor, 0.2 directional memory: 0.805
no test failed
```
